# Why normal-incidence backscattering misses the E'' mode of monolayer MoS2

The E'' optical mode of monolayer MoS2 changes the polarizability of the layer, so it is Raman active. What it changes, to first order in the atomic displacement, is the coupling between an in-plane direction and the layer normal. For displacement along $x$ or along $y$, the Raman tensors are

$$
R^{(x)}=\begin{pmatrix}0&0&b\\0&0&0\\b&0&0\end{pmatrix},\qquad
R^{(y)}=\begin{pmatrix}0&0&0\\0&0&b\\0&b&0\end{pmatrix}.
$$

Here $z$ is the layer normal. In ideal backscattering at normal incidence, the incoming and outgoing electric fields both lie in the $xy$ plane. They meet the upper left $2\times2$ block of each tensor, which is zero. The mode is active, but this geometry does not address its nonzero entries.

The ideal case means a flat, free-standing layer with its mirror symmetry intact, a nondegenerate electronic ground state as in the undoped layer, and light that couples through the electric dipole. Under these conditions the zero survives even at resonance. Staying away from resonance is a practical precaution, for a reason illustrated by a model below.

## What a Raman tensor measures

Light with electric field $\mathbf E$ induces a dipole $\mathbf p=\alpha\mathbf E$, where $\alpha$ is the polarizability tensor. Let $Q$ be the displacement along a vibrational mode. For small $Q$,

$$
\alpha(Q)=\alpha_0+RQ,\qquad R=\left.\frac{d\alpha}{dQ}\right|_{Q=0}.
$$

If $\mathbf E=\mathbf E_0\cos\omega t$ and $Q=Q_0\cos\Omega t$, the second term gives

$$
RQ\,\mathbf E=\tfrac12 Q_0R\,\mathbf E_0\left[\cos(\omega-\Omega)t+\cos(\omega+\Omega)t\right].
$$

The dipole radiates at frequencies shifted by $\Omega$. This is Raman scattering, and a mode is Raman active if any entry of $R$ differs from zero.

A detector that accepts polarization $\mathbf e_s$, with incident polarization $\mathbf e_i$, sees an intensity proportional to

$$
I=\sum_{\nu}\left|\mathbf e_s^{*}\cdot R^{(\nu)}\mathbf e_i\right|^2 .
$$

The sum runs over the two partners of a degenerate mode, which vibrate independently. The complex conjugate matters for circular polarization. Activity is thus a property of $R$ alone, while visibility also depends on the two polarizations.

## The mirror decides which entries survive

The Mo atoms lie in the plane $z=0$, between two planes of S atoms at $z=\pm h/2$. The reflection $z\to-z$ leaves the resting layer unchanged. In the E'' mode the upper S plane slides one way, the lower S plane slides the opposite way, and Mo stays at rest. Reflection exchanges the S planes without reversing their in-plane displacements. It therefore turns a layer with displacement $Q$ into one with displacement $-Q$.

Reflection acts on the polarizability through $S=\mathrm{diag}(1,1,-1)$, so

$$
\alpha(-Q)=S\,\alpha(Q)\,S .
$$

Each index $z$ contributes one minus sign. Hence

$$
\alpha_{xx}(-Q)=\alpha_{xx}(Q),\qquad \alpha_{xz}(-Q)=-\alpha_{xz}(Q).
$$

The entries $\alpha_{xy}$ and $\alpha_{yy}$ behave like $\alpha_{xx}$, as does $\alpha_{zz}$, which has two $z$ indices. An even function has zero slope at $Q=0$, so all these entries are absent from $R$. The odd entries $\alpha_{xz}$ and $\alpha_{yz}$ may have a slope.

The threefold axis and a vertical mirror fix the rest. Let $\mathbf Q=(Q_x,Q_y)$ be the displacement of the upper S plane. The pair $\mathbf v=(\alpha_{xz},\alpha_{yz})$ rotates about $z$ as an in-plane vector, and so does $\mathbf Q$. To first order $\mathbf v=M\mathbf Q$, where the $2\times2$ matrix $M$ must commute with a rotation by 120 degrees. That rotation is $-\tfrac12 I+\tfrac{\sqrt3}{2}J$, with $J$ the rotation by 90 degrees, so $M$ must commute with $J$. This requires $M_{xx}=M_{yy}$ and $M_{xy}=-M_{yx}$, or $M=bI+b'J$. The vertical mirror $y\to-y$ reverses the sign of $J$, and so forces $b'=0$. What remains is the pair of tensors given at the start.

Symmetry permits $b$ but does not show that it is nonzero, or how the cancellation in the plane comes about. A model of the bonds does both.

## A solvable model: six polarizable bonds

Each Mo atom has six Mo–S bonds, three upward and three downward. Give each bond a polarizability $\alpha_\parallel$ along its length and $\alpha_\perp$ across it. With $\mathbf n$ the unit vector from Mo to S,

$$
\alpha_{\rm bond}=\alpha_\perp I+\gamma\,\mathbf n\mathbf n,\qquad \gamma=\alpha_\parallel-\alpha_\perp .
$$

The product $\mathbf n\mathbf n$ is the matrix with entries $n_in_j$. Both $\alpha_\perp$ and $\gamma$ depend on bond length, with slopes $\alpha_\perp'$ and $\gamma'$. The tensor of the cell is the sum over its bonds.

Move the S end by a small vector $\mathbf u$ relative to Mo. The bond length $R_0$ changes by $\mathbf n\cdot\mathbf u$. The part of $\mathbf u$ perpendicular to the bond turns it:

$$
\delta\mathbf n=\frac{\mathbf u-\mathbf n(\mathbf n\cdot\mathbf u)}{R_0}.
$$

The change of the bond tensor is $(\mathbf n\cdot\mathbf u)(\alpha_\perp'I+\gamma'\mathbf n\mathbf n)+\gamma(\delta\mathbf n\,\mathbf n+\mathbf n\,\delta\mathbf n)$. Inserting $\delta\mathbf n$ and collecting the terms in $\mathbf n\mathbf n$ gives

$$
\delta\alpha_{\rm bond}=(\mathbf n\cdot\mathbf u)\left[\alpha_\perp'I+\left(\gamma'-\frac{2\gamma}{R_0}\right)\mathbf n\mathbf n\right]+\frac{\gamma}{R_0}(\mathbf u\mathbf n+\mathbf n\mathbf u).
$$

### One sulfur plane

The upper bonds are $\mathbf n=(s\cos\phi,\,s\sin\phi,\,c)$, with $\phi=0,120,240$ degrees and $s^2+c^2=1$. Take a unit displacement along $x$, so that $\mathbf n\cdot\mathbf u=s\cos\phi$. The sums over the three angles are

$$
\sum\cos\phi=\sum\sin\phi=\sum\sin\phi\cos\phi=\sum\cos^2\phi\sin\phi=0,
$$

$$
\sum\cos^2\phi=\tfrac32,\qquad \sum\cos^3\phi=\tfrac34,\qquad \sum\cos\phi\sin^2\phi=-\tfrac34 .
$$

The term with $\alpha_\perp'$ vanishes because $\sum\cos\phi=0$. In the $xx$ entry, the last term of $\delta\alpha_{\rm bond}$ is proportional to the same sum and also vanishes. This leaves

$$
\delta\alpha_{xx}=\tfrac34s^3\left(\gamma'-\frac{2\gamma}{R_0}\right)\equiv A,\qquad \delta\alpha_{yy}=-A .
$$

In the $xz$ entry, the last term contributes $c\gamma/R_0$ from each of three bonds:

$$
\begin{aligned}
\delta\alpha_{xz}&=\tfrac32s^2c\left(\gamma'-\frac{2\gamma}{R_0}\right)+\frac{3c\gamma}{R_0}\\
&=3c\left[\frac{s^2\gamma'}2+(1-s^2)\frac{\gamma}{R_0}\right]
=3c\left[\frac{s^2\gamma'}2+\frac{c^2\gamma}{R_0}\right]\equiv B .
\end{aligned}
$$

The entries $xy$, $yz$ and $zz$ vanish by the zero sums. A single S plane therefore does produce an in-plane signal, of size $A$.

### Two sulfur planes

For the lower bonds $c$ becomes $-c$. A displacement along $+x$ then gives $A$ in the plane and $-B$ in $xz$. A displacement along $-x$ reverses both, giving $-A$ and $+B$. When the planes slide oppositely, as in E'', the sums are

$$
R_{xx}=A-A=0,\qquad R_{xz}=B+B=2B=b .
$$

The in-plane signals of the two S planes cancel and the $xz$ signals add. For positive $\gamma$ and $\gamma'$, every term in $B$ is positive, so the mode is certainly active in this model.

The E' optical mode is the natural comparison. Both S planes move together against Mo, and with the same relative displacement

$$
R_{xx}=A+A=2A=a,\qquad R_{yy}=-a,\qquad R_{xz}=B-B=0 .
$$

For motion along $y$, the same sums give $R_{xy}=R_{yx}=-a$. This mode is visible at normal incidence. The relative direction of the two S planes makes the difference.

## Numbers for an MoS2-like layer

Take a lattice constant of 0.316 nm and $h=0.313$ nm, rough values for MoS2. Then $R_0=0.2404$ nm, $s=0.759$ and $c=0.651$. The bond parameters are round choices, not fitted to MoS2: $\gamma=0.0020$ nm³ and $\gamma'=0.060$ nm². With $\gamma/R_0=0.0083$ nm²,

$$
A=0.75(0.759)^3(0.060-0.0166)=0.0142\ \text{nm}^2,
$$

$$
B=3(0.651)\left[0.288(0.060)+0.424(0.0083)\right]=0.0406\ \text{nm}^2 .
$$

Thus $a=0.0284$ nm², $b=0.0813$ nm² and $b/a=2.86$. With these parameters the unseen mode has the larger tensor entry. Its absence at normal incidence says nothing about a weak coupling.

A fair comparison also needs equal mode normalization. Let $m$ and $M$ be the masses of S and Mo. For E'', normalization to unit mass-weighted displacement gives $2mu^2=1$. For E', let $w$ be the displacement of S relative to Mo. A fixed centre of mass requires $u_{\rm S}=wM/(M+2m)$ and $u_{\rm Mo}=-2mw/(M+2m)$, so

$$
1=2mu_{\rm S}^2+Mu_{\rm Mo}^2=\frac{2mM}{M+2m}\,w^2 .
$$

The ratio of squared displacements is therefore

$$
f=\frac{u^2}{w^2}=\frac{M}{M+2m}=\frac{95.95}{95.95+2(32.06)}=0.599 .
$$

## Tilting the layer reveals the mode

Let the light arrive at an angle $\theta$ from the normal, with its field in the plane of incidence, and collect the same polarization straight back. Outside the layer the polarization is $(\cos\theta,0,-\sin\theta)$. The tangential field is continuous at the surface. The normal field inside is smaller by the out-of-plane dielectric constant $\varepsilon_z$, because the normal displacement field is continuous. By reciprocity, emission from a normal dipole is reduced by the same factor. Reflection by the thin sheet is neglected. Both polarizations then enter as

$$
\mathbf e=(\cos\theta,\,0,\,-\sin\theta/\varepsilon_z).
$$

The E'' partner along $x$ gives $2be_xe_z=-b\sin2\theta/\varepsilon_z$, and the partner along $y$ gives zero. For E' the surviving amplitude is $a\cos^2\theta$. With the factor $f$,

$$
\frac{I(E'')}{I(E')}=\frac{4f}{\varepsilon_z^2}\left(\frac ba\right)^2\tan^2\theta .
$$

The ratio vanishes as $\theta^2$ near normal incidence. For each illuminated cell, the E'' intensity follows $\sin^22\theta$ and is largest at 45 degrees. A beam of fixed power also lights a larger area as the layer tilts, in proportion to $1/\cos\theta$, which moves the maximum of the total signal to a larger angle. The ratio keeps growing beyond 45 degrees because the E' intensity falls faster than the E'' intensity.

For $\varepsilon_z=6$ and a tilt of 30 degrees,

$$
\frac{I(E'')}{I(E')}=\frac{4(0.599)(2.86)^2}{36}\times\frac13\approx0.18 .
$$

The result is sensitive to the screening: with $\varepsilon_z=1$ and all else fixed, it would be 36 times larger.

A lens also brings in oblique rays. At numerical aperture 0.2 the edge ray makes an angle of 11.5 degrees, and the formula gives 0.023 for that ray sent back along its own path. This describes one favourable path, not the signal of the whole lens, which can be much smaller. If the ray instead leaves on the opposite side of the normal, the outgoing $z$ component changes sign, and the two terms $b(e_{s,x}e_{i,z}+e_{s,z}e_{i,x})$ cancel. A proper lens calculation must combine all such paths.

## What resonance changes

Near resonance, a Raman amplitude contains products of three matrix elements: absorption of a photon, creation of a phonon, and emission of a photon. A typical term is

$$
\frac{\langle0|d_s|m\rangle\langle m|V|n\rangle\langle n|d_i|0\rangle}{(\text{energy denominators})},
$$

where $d_i$ and $d_s$ are dipole operators along the two polarizations and $V$ is the coupling to the phonon. States of the resting layer can be chosen even or odd under $z\to-z$, and its ground state is taken to be nondegenerate. An in-plane dipole operator preserves this parity, while $V$ for E'' reverses it. Starting from $|0\rangle$, the three operators end in a state of opposite parity, which has no overlap with $|0\rangle$. The numerator is zero whatever the denominators are, and changing the order of the operators does not help. Resonance alone cannot make the ideal mode appear. The argument needs the electrons to end in the state they started from. If the initial state is degenerate, as for an unpaired carrier whose two spin states have opposite mirror parity, spin-orbit coupling can let a spin flip accompany the E'' phonon, and an in-plane amplitude is then allowed with the mirror intact.

Resonance can make the tensor unsymmetric. Exchanging the two polarizations changes which photon energy accompanies which transition, so $R_{xz}$ and $R_{zx}$ may differ once the phonon energy matters in the denominators. The in-plane block is still zero.

An imperfect mirror is another matter. Consider one electron hopping among a Mo site and its six S neighbours. Every pair of sites at distance $d$ is coupled by $-t\exp[-(d-R_0)/\ell]$, with $t=1$ eV and $\ell=0.1$ nm. All site energies are equal at first. The dipole operator is the electron charge times the site position. This small cluster has the required symmetry, but its energies are not those of MoS2. From its eigenstates, with transition energies $E_n$ and dipole elements $d_{i,n}$ from the ground state, the polarizability at photon energy $\hbar\omega$ is

$$
\alpha_{ij}=\sum_nd_{i,n}d_{j,n}\left[\frac1{E_n-\hbar\omega-i\Gamma}+\frac1{E_n+\hbar\omega+i\Gamma}\right],
$$

with damping $\Gamma=0.05$ eV. Its slope along the E'' displacement was found by finite differences, at the in-plane resonance of 3.55 eV and at half that energy. Using this slope neglects the phonon energy in the denominators, which is only a rough approximation on resonance.

With equal S planes, $|R_{xz}|$ rises from 0.044 to 2.6 $e^2$ nm/eV at resonance, while the in-plane block remains zero. Now make the site energies of the two S planes differ by 0.1 eV. An in-plane block appears. Its size, the root of the sum of the squared magnitudes of its entries, rises from 0.0018 to 0.097 $e^2$ nm/eV, a factor of 54. This factor scales roughly as $1/\Gamma$, and keeping a phonon energy of 35 meV in the denominators lowers it to about 47.

Much of this gain is shared by the allowed motion. Relative to the in-plane block for both S planes moving together with Mo fixed, the E'' amplitude goes from 0.041 to 0.083. It roughly doubles in relative terms. In this cluster, then, resonance lifts a symmetry-breaking signal in absolute size and also raises its relative weight. Both effects make the nominally forbidden line easier to detect here. The gain in relative weight belongs to this cluster and is not a general rule.

## How well a real experiment keeps the zero

A 785 nm laser has a photon energy of 1.58 eV. This lies about 0.32 eV below a rough lowest exciton energy of 1.9 eV, or nine times a rough E'' phonon energy of 35 meV. The example is therefore off resonance, though not in the static limit. The largest in-plane momentum that backscattered light can transfer is about 0.1% of the distance to the corner of the Brillouin zone, so treating all unit cells as moving together is reasonable.

Even at normal incidence, light does not reach both S planes with the same phase. Backscattering from height $z$ carries the phase $2kz$, where $k$ is the wavenumber of the light. If each plane's response is placed at its S atoms, the E'' amplitude becomes $A(e^{ikh}-e^{-ikh})=2iA\sin kh$, against $2A\cos kh$ for E'. With $kh=0.0025$, the intensity ratio is

$$
f\tan^2(kh)\approx4\times10^{-6}.
$$

A substrate can break the mirror of the layer itself. Suppose that it makes the polarizability changes of the upper and lower bonds differ by a fraction $\delta$, while the atoms still move in the pure E'' pattern. Their amplitudes become $A(1+\delta/2)$ and $A(1-\delta/2)$. The difference is $A\delta$ and the sum is $2A$, so

$$
\frac{I(E'')}{I(E')}=f\left(\frac\delta2\right)^2 .
$$

An assumed $\delta=5\%$ gives $4\times10^{-4}$. This is about a hundred times the phase effect, but still far below the edge-ray value of 0.023. For this set of parameters, a steep ray returned along its own path shows more E'' than this polarizability difference does. Whether the whole lens does so too requires the full calculation. A substrate can also make the forces on the two S planes unequal. That mixes some E' motion into the mode, an effect left out here that can be as large or larger.

These ratios compare squared tensor amplitudes. Measured Stokes intensities also contain $(n+1)/\Omega$, where $n$ is the thermal phonon number, and the fourth power of the scattered frequency. With rough phonon energies of 35 meV for E'' and 48 meV for E', these factors favour E'' by 1.56 and 1.03 at 300 K. The 30 degree ratio then rises from 0.18 to about 0.29.

For a real MoS2 layer, the geometry and phonon energies used here are representative, but the bond parameters and $\varepsilon_z$ are illustrative. The value of $b/a$ is thus not a prediction. Apertures above 0.2 admit steeper rays, and the signal of any lens needs the full calculation. Supported, bent, rippled or gated layers may also lose the horizontal mirror. A weak E'' line in nominal backscattering is therefore compatible with the selection rule: for an undoped layer it signals that the light was not purely in-plane, that the mirror was broken, or that coupling beyond the uniform-field dipole contributed. With free carriers, a change of electronic state such as a spin flip can also supply the odd parity.
